# Why compensation broadens donor lines: field gradients versus quadratic Stark shifts: a program that tests the result

```python
# RESULT UNDER TEST
# Random ionized impurities (density n, equal numbers of both signs) broaden
# donor lines by field gradients (width ~ n) and by the quadratic Stark effect
# (width ~ n^(4/3)).  For 2p0 the gradient part is a Lorentzian of full width
# |q| * 8 pi^2 n/(9 sqrt 3), q = <z^2> - <x^2>.
# Donor atomic units: hbar = m_t = e^2/(4 pi eps) = 1; z is the valley axis.
# gamma = m_t/m_l; F = gradient of electron energy U; G = second derivatives.
# Width always means the interquartile range of the line shifts.
import numpy as np
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq, linear_sum_assignment
from scipy.special import eval_genlaguerre, lpmv
from scipy.stats import kstest


class Donor:
    """Anisotropic donor; z = sqrt(gamma) z' makes kinetic energy isotropic."""

    def __init__(self, gamma, K=22, lmax=13, lam=0.9):
        self.gamma, self.K, self.lmax = gamma, K, lmax
        x, w = laggauss(60)
        k = np.arange(K)[:, None]
        norm = np.sqrt(2 * lam / ((k + 1.0) * (k + 2.0)))
        L = eval_genlaguerre(k, 2.0, x[None, :])
        dL = -eval_genlaguerre(np.maximum(k - 1, 0), 3.0, x[None, :]) * (k > 0)
        self.u = norm * x * L
        du = norm * 2 * lam * ((1 - x / 2) * L + x * dL)
        self.r, self.wr = x / (2 * lam), w / (2 * lam)
        self.T = 0.5 * (du * self.wr) @ du.T
        self.mu, self.wm = leggauss(80)
        self.sin = np.sqrt(1 - self.mu**2)
        self.f = 1 / np.sqrt(1 - (1 - gamma) * self.mu**2)
        self.sec = {}
        for m, p in [(0, 0), (0, 1), (1, 0), (1, 1), (2, 0)]:
            ls = [l for l in range(m, lmax + 1) if l % 2 == p]
            th = self.theta(ls, m)
            E, V = np.linalg.eigh(self.hamiltonian(ls, th))
            self.sec[m, p] = (th, E, V)

    def theta(self, ls, m):
        th = np.array([lpmv(m, l, self.mu) for l in ls])
        return th / np.sqrt((th**2 * self.wm).sum(axis=1))[:, None]

    def radial(self, power):
        return (self.u * self.wr * self.r**power) @ self.u.T

    def hamiltonian(self, ls, th):
        ls = np.array(ls, dtype=float)
        ang = (th * self.wm * self.f) @ th.T
        return (np.kron(np.eye(len(ls)), self.T)
                + np.kron(np.diag(ls * (ls + 1) / 2), self.radial(-2.0))
                - np.kron(ang, self.radial(-1.0)))

    def mean(self, key, idx, g, power):
        th, E, V = self.sec[key]
        op = np.kron((th * self.wm * g) @ th.T, self.radial(power))
        return V[:, idx] @ op @ V[:, idx]

    def couplings(self, key, idx, target, g, coef):
        th, E, V = self.sec[key]
        tt, Et, Vt = self.sec[target]
        op = np.kron((tt * self.wm * g) @ th.T, self.radial(1.0))
        return coef * (Vt.T @ (op @ V[:, idx])), Et - E[idx]

    def alpha(self, *args):
        amp, gap = self.couplings(*args)
        keep = np.abs(gap) > 1e-4
        return 2 * np.sum(amp[keep]**2 / gap[keep])

    def properties(self):
        zc, s, h = np.sqrt(self.gamma) * self.mu, self.sin, np.sqrt(0.5)
        p = {}
        for name, key in [("1s", (0, 0)), ("2p0", (0, 1)), ("2pm", (1, 1))]:
            p["E" + name] = self.sec[key][1][0]
            p["z2" + name] = self.mean(key, 0, zc**2, 2.0)
            p["S" + name] = self.mean(key, 0, s**2, 2.0)
            p["q" + name] = p["z2" + name] - p["S" + name] / 2
        p["E2s"] = self.sec[0, 0][1][1]
        p["D"] = p["S2pm"] / 2
        p["a1s"] = (self.alpha((0, 0), 0, (0, 1), zc, 1.0)
                    + 2 * self.alpha((0, 0), 0, (1, 1), s, h)) / 3
        p["aL0"] = self.alpha((0, 1), 0, (0, 0), zc, 1.0)
        p["aT0"] = self.alpha((0, 1), 0, (1, 0), s, h)
        p["aLm"] = self.alpha((1, 1), 0, (1, 0), zc, 1.0)
        part0 = self.alpha((1, 1), 0, (0, 0), s, h)
        part2 = self.alpha((1, 1), 0, (2, 0), s, 0.5)
        p["aTm"], p["beta"] = part2 + part0 / 2, part0 / 2
        return p

    def grid_basis(self, th):
        return np.kron(th * np.sqrt(self.wm), self.u * np.sqrt(self.wr))

    def axial_charge_shift(self, m, idx, R):
        """Level shift by a full unit acceptor potential at (0,0,R)."""
        ls = list(range(m, self.lmax + 1))
        th = self.theta(ls, m)
        H = self.hamiltonian(ls, th)
        z = np.sqrt(self.gamma) * np.outer(self.mu, self.r)
        rho = np.outer(self.sin, self.r)
        pot = (1 / np.sqrt(rho**2 + (z - R)**2) - 1 / R).ravel()
        B = self.grid_basis(th)
        return (np.linalg.eigvalsh(H + (B * pot) @ B.T)[idx]
                - np.linalg.eigvalsh(H)[idx])

    def side_charge_energy(self, R, along_x):
        """Mean energy of the p_x-like state, acceptor on the x or y axis."""
        th, E, V = self.sec[1, 1]
        dens = (V[:, 0] @ self.grid_basis(th))**2
        z = np.sqrt(self.gamma) * np.outer(self.mu, self.r).ravel()
        rho = np.outer(self.sin, self.r).ravel()
        total = 0.0
        for phi in 2 * np.pi * np.arange(32) / 32:
            c = np.cos(phi) if along_x else np.sin(phi)
            dist = np.sqrt(rho**2 + z**2 + R**2 - 2 * R * rho * c)
            total += 2 / 32 * np.cos(phi)**2 * np.sum(dens * (1 / dist - 1 / R))
        return total


def fields(Z, R):
    """F (x,y,z) and G (xx,yy,zz,xy) summed over charges Z at positions R."""
    d = np.sqrt((R**2).sum(axis=-1))
    F = -((Z / d**3)[..., None] * R).sum(axis=1)
    X, Y, W = R[..., 0], R[..., 1], R[..., 2]
    c5, c3 = 3 * Z / d**5, Z / d**3
    G = [-(c5 * a * a - c3).sum(axis=1) for a in (X, Y, W)]
    G.append(-(c5 * X * Y).sum(axis=1))
    return F, np.array(G).T


def line_shifts(p, line, F, G, n, grad=1.0, stark=1.0):
    """Shifts at density n from F and G sampled at unit density."""
    g, s = grad * n, stark * n**(4 / 3)
    Fx, Fy, Fz = F.T
    Gxx, Gyy, Gzz, Gxy = G.T
    perp = Fx**2 + Fy**2
    ground = 0.5 * p["a1s"] * (perp + Fz**2)
    if line == "2p0":
        st = -0.5 * (p["aL0"] * Fz**2 + p["aT0"] * perp) + ground
        return g * 0.5 * p["q2p0"] * Gzz + s * st
    a = (g * 0.5 * p["q2pm"] * Gzz
         + s * (-0.5 * (p["aLm"] * Fz**2 + p["aTm"] * perp) + ground))
    b = g * 0.25 * p["D"] * (Gxx - Gyy) - s * 0.5 * p["beta"] * (Fx**2 - Fy**2)
    c = g * 0.5 * p["D"] * Gxy - s * p["beta"] * Fx * Fy
    root = np.sqrt(b**2 + c**2)
    return np.concatenate([a + root, a - root])


def width(x):
    lo, hi = np.percentile(x, [25, 75])
    return hi - lo


# Rough typical silicon parameters and the chosen doping
m_t, m_l, eps_r = 0.19, 0.92, 11.4
N_D, K_comp, temperature = 1e15, 0.20, 10.0
binding_P = 0.045                         # rough phosphorus binding, eV
N_A = K_comp * N_D
n_cm = 2 * N_A
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]
a_nm = eps_r / m_t * a0 * 1e9
Ha = m_t / eps_r**2 * hartree
cell = (a_nm * 1e-7)**3                   # donor volume unit in cm^3
n = n_cm * cell
donor = Donor(m_t / m_l)
p = donor.properties()

# Hydrogen limit and rotational symmetry of every polarizability factor
hyd = Donor(1.0).properties()
assert abs(hyd["E1s"] + 0.5) < 1e-6 and abs(hyd["a1s"] - 4.5) < 1e-4
assert abs(hyd["q2p0"] - 12) < 1e-3 and abs(hyd["q2pm"] + 6) < 1e-3
assert abs(hyd["aL0"] / (hyd["aTm"] + hyd["beta"]) - 1) < 1e-3
assert abs(hyd["aT0"] / hyd["aLm"] - 1) < 1e-3
assert abs(hyd["aT0"] / (hyd["aTm"] - hyd["beta"]) - 1) < 1e-3

# Basis convergence and virial theorem
small = Donor(m_t / m_l, K=18, lmax=9).properties()
for name in ["E1s", "E2p0", "E2pm", "q2p0", "q2pm", "aL0", "aT0", "aLm", "aTm"]:
    assert abs(small[name] - p[name]) < 3e-3 * max(1, abs(p[name])), name
for name, key in [("1s", (0, 0)), ("2p0", (0, 1)), ("2pm", (1, 1))]:
    potential = -donor.mean(key, 0, donor.f, -1.0)
    assert abs(potential / (2 * p["E" + name]) - 1) < 1e-3

# Full point-charge potential against the gradient plus Stark formula
R_test = 60.0
level = dict(p, a1s=0.0)                  # level shift, without ground state
Fz, Gz = fields(np.array([[-1.0]]), np.array([[[0.0, 0.0, R_test]]]))
axial = {}
for line, m, idx in [("2p0", 0, 1), ("2pm", 1, 0)]:
    full = donor.axial_charge_shift(m, idx, R_test)
    gr = line_shifts(level, line, Fz, Gz, 1.0, stark=0.0)[0]
    st = line_shifts(level, line, Fz, Gz, 1.0, grad=0.0)[0]
    assert abs(full - gr - st) < 0.04 * (abs(gr) + abs(st)), line
    axial[line] = (full, gr + st)
Fx, Gx = fields(np.array([[-1.0]]), np.array([[[R_test, 0.0, 0.0]]]))
pair = line_shifts(level, "2pm", Fx, Gx, 1.0, stark=0.0)
for value, along_x in zip(pair, (True, False)):
    assert abs(donor.side_charge_energy(R_test, along_x) / value - 1) < 0.04

# Random charges at unit density; distant charges add a Gaussian field
rng = np.random.default_rng(7)
count = 200
R_max = (3 * count / (4 * np.pi))**(1 / 3)
F_list, G_list = [], []
for _ in range(20):
    v = rng.normal(size=(3000, count, 3))
    v /= np.sqrt((v**2).sum(axis=-1))[..., None]
    v *= (R_max * rng.random((3000, count))**(1 / 3))[..., None]
    Z = rng.choice([-1.0, 1.0], size=(3000, count))
    f, g = fields(Z, v)
    F_list.append(f + rng.normal(size=f.shape) * np.sqrt(4 * np.pi / (3 * R_max)))
    G_list.append(g)
F, G = np.concatenate(F_list), np.concatenate(G_list)
F_abs = np.sqrt((F**2).sum(axis=1))

# Lorentzian law for the gradient and nearest-charge tails
Gamma = 8 * np.pi**2 / (9 * np.sqrt(3))
assert abs(width(G[:, 2]) / (2 * Gamma) - 1) < 0.03
assert kstest(G[:, 2], "cauchy", args=(0, Gamma)).statistic < 0.012
assert abs(np.mean(np.abs(G[:, 2]) > 100) / (2 * Gamma / (100 * np.pi)) - 1) < 0.15
assert abs(np.mean(F_abs > 60) / (4 * np.pi / 3 * 60**-1.5) - 1) < 0.2

# Holtsmark law and the anisotropic Stark width by quadrature
F0 = 2 * np.pi * (4 / 15)**(2 / 3)
t = np.linspace(0, 16, 8001)
t[0] = 1e-12
betas = np.linspace(0, 40, 801)
cdf = np.array([2 / np.pi * simpson(np.exp(-t**1.5)
                * (np.sin(b * t) / t - b * np.cos(b * t)), x=t) for b in betas])
F_median = F0 * brentq(lambda b: np.interp(b, betas, cdf) - 0.5, 0.1, 10)
assert abs(np.median(F_abs) / F_median - 1) < 0.02
nodes, weights = leggauss(40)
nodes, weights = (nodes + 1) / 2, weights / 2
coef = 0.5 * (p["aL0"] * nodes**2 + p["aT0"] * (1 - nodes**2) - p["a1s"])
assert coef.min() > 0


def stark_cdf(s):
    return np.sum(weights * np.interp(np.sqrt(s / coef) / F0, betas, cdf))


quart = [brentq(lambda s: stark_cdf(s) - c, 1e-9, coef.max() * (20 * F0)**2)
         for c in (0.25, 0.75)]
stark_quad = quart[1] - quart[0]
stark_mc = width(line_shifts(p, "2p0", F, G, 1.0, grad=0.0))
assert abs(stark_mc / stark_quad - 1) < 0.04

# Width coefficients and crossover densities
wQ = {"2p0": abs(p["q2p0"]) * Gamma,
      "2pm": width(line_shifts(p, "2pm", F, G, 1.0, stark=0.0))}
wS = {"2p0": stark_quad,
      "2pm": width(line_shifts(p, "2pm", F, G, 1.0, grad=0.0))}
n_c = {line: (wQ[line] / wS[line])**3 for line in wQ}
assert abs(p["q2p0"]) < abs(p["q2pm"]) / 5
assert n_c["2p0"] < n_c["2pm"]

# Size of state mixing by the field
zc, h = np.sqrt(donor.gamma) * donor.mu, np.sqrt(0.5)
routes = {"2p0": [((0, 1), 0, (0, 0), zc, 1.0), ((0, 1), 0, (1, 0), donor.sin, h)],
          "2pm": [((1, 1), 0, (1, 0), zc, 1.0), ((1, 1), 0, (0, 0), donor.sin, h),
                  ((1, 1), 0, (2, 0), donor.sin, 0.5)]}
mix = {}
for line, args in routes.items():
    mix[line] = max(np.max(np.abs(amp / gap))
                    for amp, gap in (donor.couplings(*a) for a in args))

# Central-cell lowering of 2s(A1), which has weight 1/6 in one valley
defect = 1 - np.sqrt(-p["E1s"] * Ha / binding_P)
E2s_A1 = p["E2s"] * (2 / (2 - defect))**2
amp, gap = donor.couplings(*routes["2p0"][0])
part_2s = 2 * amp[1]**2 / gap[1]
gap_A1 = E2s_A1 - p["E2p0"]
aL_cc = p["aL0"] + part_2s / 6 * (gap[1] / gap_A1 - 1)
p_cc = dict(p, aL0=aL_cc)

# Ionized donors paired with acceptors instead of placed at random
nD_box = 400
nA_box = int(round(K_comp * nD_box))
L_box = (2 * nA_box)**(1 / 3)
Fc, Gc = [], []
for _ in range(80):
    D_pos, A_pos = rng.random((nD_box, 3)) * L_box, rng.random((nA_box, 3)) * L_box
    delta = D_pos[None] - A_pos[:, None]
    delta -= L_box * np.round(delta / L_box)
    rows, cols = linear_sum_assignment(np.sqrt((delta**2).sum(axis=-1)))
    neutral = np.delete(D_pos, cols, axis=0)
    ra = A_pos[None] - neutral[:, None]
    ra -= L_box * np.round(ra / L_box)
    rd = ra + delta[rows, cols][None]
    Z = np.concatenate([-np.ones(ra.shape[:2]), np.ones(rd.shape[:2])], axis=1)
    f, g = fields(Z, np.concatenate([ra, rd], axis=1))
    Fc.append(f)
    Gc.append(g)
Fc, Gc = np.concatenate(Fc), np.concatenate(Gc)

# Other neglected effects
rms = np.sqrt(p["z22pm"] + p["S2pm"])
near = 1 - np.exp(-4 * np.pi / 3 * n * (3 * rms)**3)
d_res = donor.couplings((0, 0), 0, (1, 1), donor.sin, h)[0][0]
resonance = d_res**2 * 4 * np.pi / 3 * N_D * cell * Ha
kT = const.k * temperature
m_dos = (m_l * m_t**2)**(1 / 3) * const.m_e
Nc = 12 * (m_dos * kT / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
free = (N_D - N_A) / N_A * Nc / 2 * np.exp(-binding_P * const.e / kT)
to_wavenumber = const.e / (const.h * const.c * 100)
F_unit = Ha / (a_nm * 1e-7)               # V/cm

print(f"m_t, m_l (electron masses), eps_r: {m_t}, {m_l}, {eps_r}")
print(f"N_D, N_A, ionized n (cm^-3): {N_D:.2e}, {N_A:.2e}, {n_cm:.2e}")
print(f"temperature: {temperature:.0f} K; gamma: {donor.gamma:.4f}")
print(f"donor length unit: {a_nm:.3f} nm; energy unit: {Ha:.5f} eV")
print(f"n in donor units: {n:.3e}; mean spacing n^(-1/3): {n_cm**(-1/3)*1e7:.1f} nm")
for name in ["1s", "2p0", "2s", "2pm"]:
    print(f"effective-mass binding {name}: {-p['E'+name]*Ha:.5f} eV")
for name in ["2p0", "2pm"]:
    print(f"{name} <z^2>, <x^2+y^2>, q (nm^2): {p['z2'+name]*a_nm**2:.2f}, "
          f"{p['S'+name]*a_nm**2:.2f}, {p['q'+name]*a_nm**2:.2f}")
print(f"q of 2p0, 2pm (donor units): {p['q2p0']:.4f}, {p['q2pm']:.4f}")
print(f"q of 2p0, 2pm at gamma=1 (donor units): {hyd['q2p0']:.3f}, {hyd['q2pm']:.3f}")
print(f"2pm in-plane D (donor units): {p['D']:.4f}")
print(f"2p0 alpha parallel, perpendicular (donor units): {p['aL0']:.2f}, {p['aT0']:.2f}")
print(f"2s part of 2p0 alpha parallel (donor units): {part_2s:.2f}")
print(f"2pm alpha parallel, mean perp., beta (donor units): "
      f"{p['aLm']:.2f}, {p['aTm']:.2f}, {p['beta']:.2f}")
print(f"1s mean alpha (donor units): {p['a1s']:.3f}")
for line in wQ:
    print(f"{line}, acceptor on axis at {R_test*a_nm:.0f} nm, full / formula: "
          f"{axial[line][0]*Ha:.4e} / {axial[line][1]*Ha:.4e} eV")
print(f"gradient half width / n, formula: {Gamma:.4f}; sampled: {width(G[:,2])/2:.4f}")
print(f"median field / n^(2/3), Holtsmark: {F_median:.4f}; sampled: {np.median(F_abs):.4f}")
print(f"2p0 Stark width / n^(4/3), quadrature: {stark_quad:.2f}; sampled: {stark_mc:.2f}")
print(f"median field in example: {F_median*n**(2/3)*F_unit:.1f} V/cm")
for line in wQ:
    print(f"{line} coefficients w_Q, w_S (donor units): {wQ[line]:.3f}, {wS[line]:.2f}")
    print(f"{line} crossover density: {n_c[line]/cell:.3e} cm^-3")
    print(f"{line} field mixing amplitude, example / crossover: "
          f"{mix[line]*F_median*n**(2/3):.4f} / {mix[line]*F_median*n_c[line]**(2/3):.4f}")
for density in [1e13, 1e14, n_cm, 1e15]:
    nd = density * cell
    for line in wQ:
        joint = width(line_shifts(p, line, F, G, nd)) * Ha
        print(f"n={density:.0e} cm^-3 {line} gradient, Stark, joint width (eV): "
              f"{wQ[line]*nd*Ha:.3e}, {wS[line]*nd**(4/3)*Ha:.3e}, {joint:.3e}")
for line in wQ:
    shifts = line_shifts(p, line, F, G, n)
    print(f"{line} example joint width: {width(shifts)*Ha*to_wavenumber:.4f} cm^-1; "
          f"median shift: {np.median(shifts)*Ha:.3e} eV")
    print(f"{line} joint width with paired charges: "
          f"{width(line_shifts(p, line, Fc, Gc, n))*Ha:.3e} eV")
print(f"rough P binding used: {binding_P:.3f} eV; estimated 2s(A1): {-E2s_A1*Ha:.5f} eV")
print(f"2p0 alpha parallel with 2s(A1) lowering: {aL_cc:.2f} donor units")
print(f"2p0 joint width with 2s(A1) lowering: {width(line_shifts(p_cc,'2p0',F,G,n))*Ha:.3e} eV")
print(f"probability of a charge within {3*rms*a_nm:.1f} nm (3 rms radii of 2pm): {near:.4f}")
print(f"2pm resonant-transfer energy scale: {resonance:.3e} eV")
print(f"free-electron density: {free:.2e} cm^-3")
print("tests ok")
```

It prints:

```
m_t, m_l (electron masses), eps_r: 0.19, 0.92, 11.4
N_D, N_A, ionized n (cm^-3): 1.00e+15, 2.00e+14, 4.00e+14
temperature: 10 K; gamma: 0.2065
donor length unit: 3.175 nm; energy unit: 0.03978 eV
n in donor units: 1.280e-05; mean spacing n^(-1/3): 135.7 nm
effective-mass binding 1s: 0.03123 eV
effective-mass binding 2p0: 0.01150 eV
effective-mass binding 2s: 0.00886 eV
effective-mass binding 2pm: 0.00639 eV
2p0 <z^2>, <x^2+y^2>, q (nm^2): 20.38, 40.21, 0.27
2pm <z^2>, <x^2+y^2>, q (nm^2): 15.03, 173.28, -71.61
q of 2p0, 2pm (donor units): 0.0269, -7.1035
q of 2p0, 2pm at gamma=1 (donor units): 12.000, -6.000
2pm in-plane D (donor units): 8.5944
2p0 alpha parallel, perpendicular (donor units): 51.45, 17.62
2s part of 2p0 alpha parallel (donor units): 49.66
2pm alpha parallel, mean perp., beta (donor units): 45.12, 106.24, 25.70
1s mean alpha (donor units): 1.200
2p0, acceptor on axis at 191 nm, full / formula: -7.4152e-08 / -7.4016e-08 eV
2pm, acceptor on axis at 191 nm, full / formula: -1.3701e-06 / -1.3776e-06 eV
gradient half width / n, formula: 5.0651; sampled: 5.0921
median field / n^(2/3), Holtsmark: 5.5910; sampled: 5.5954
2p0 Stark width / n^(4/3), quadrature: 812.07; sampled: 809.97
median field in example: 383.4 V/cm
2p0 coefficients w_Q, w_S (donor units): 0.136, 812.07
2p0 crossover density: 1.474e+08 cm^-3
2p0 field mixing amplitude, example / crossover: 0.0592 / 0.0000
2pm coefficients w_Q, w_S (donor units): 70.135, 2494.78
2pm crossover density: 6.941e+14 cm^-3
2pm field mixing amplitude, example / crossover: 0.0930 / 0.1343
n=1e+13 cm^-3 2p0 gradient, Stark, joint width (eV): 1.734e-09, 7.073e-08, 7.048e-08
n=1e+13 cm^-3 2pm gradient, Stark, joint width (eV): 8.931e-07, 2.173e-07, 9.040e-07
n=1e+14 cm^-3 2p0 gradient, Stark, joint width (eV): 1.734e-08, 1.524e-06, 1.519e-06
n=1e+14 cm^-3 2pm gradient, Stark, joint width (eV): 8.931e-06, 4.682e-06, 9.637e-06
n=4e+14 cm^-3 2p0 gradient, Stark, joint width (eV): 6.937e-08, 9.676e-06, 9.652e-06
n=4e+14 cm^-3 2pm gradient, Stark, joint width (eV): 3.572e-05, 2.973e-05, 4.375e-05
n=1e+15 cm^-3 2p0 gradient, Stark, joint width (eV): 1.734e-07, 3.283e-05, 3.273e-05
n=1e+15 cm^-3 2pm gradient, Stark, joint width (eV): 8.931e-05, 1.009e-04, 1.274e-04
2p0 example joint width: 0.0779 cm^-1; median shift: -4.863e-06 eV
2p0 joint width with paired charges: 1.230e-06 eV
2pm example joint width: 0.3529 cm^-1; median shift: -1.452e-05 eV
2pm joint width with paired charges: 1.440e-05 eV
rough P binding used: 0.045 eV; estimated 2s(A1): 0.01054 eV
2p0 alpha parallel with 2s(A1) lowering: 66.11 donor units
2p0 joint width with 2s(A1) lowering: 1.137e-05 eV
probability of a charge within 41.2 nm (3 rms radii of 2pm): 0.1103
2pm resonant-transfer energy scale: 1.346e-06 eV
free-electron density: 6.99e-06 cm^-3
tests ok
```
